# Dirac's positron annihilation cross section and the free-gas positron lifetime: test program

```python
"""Two-photon annihilation of a positron on an electron at rest (tree level).
Result under test, for unpolarised particles:
  sigma = pi r_e^2/(g+1) * [ (g^2+4g+1)/(g^2-1) * ln(g+sqrt(g^2-1))
                             - (g+3)/sqrt(g^2-1) ],
  sigma*v -> pi r_e^2 c * (1 - 3/20 beta^4) for slow positrons,
and the lifetime 4 r_s^3 a0/(3 alpha^4 c) in a free electron gas.
g: positron Lorentz factor; r_e: classical electron radius; beta = v/c;
r_s: radius of the sphere holding one electron, in Bohr radii a0.
Internal units: electron mass = hbar = c = 1; amplitudes omit 4 pi alpha.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

mp.mp.dps = 40
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma0 = np.block([[one2, zero2], [zero2, -one2]]).astype(complex)
gammas = [np.block([[zero2, s], [-s, zero2]]) for s in pauli]


def slash(a):
    return a[0] * gamma0 - sum(a[i + 1] * gammas[i] for i in range(3))


def square(a):
    return a[0]**2 - np.dot(a[1:], a[1:])


def electron_spinors(p):
    """Columns: spin up, spin down; normalised to 2E."""
    root = np.sqrt(p[0] + 1)
    sigma_p = sum(p[i + 1] * pauli[i] for i in range(3))
    return np.vstack([root * one2, sigma_p / root])


def amplitude(p_el, p_pos, k1, e1, k2, e2):
    """Matrix [positron spin, electron spin] from both diagrams."""
    u = electron_spinors(p_el)
    v = 1j * gammas[1] @ electron_spinors(p_pos).conj()
    s1, s2 = slash(np.r_[0, e1]), slash(np.r_[0, e2])
    q1, q2 = p_el - k1, p_el - k2
    core = (s2 @ (slash(q1) + np.eye(4)) @ s1 / (square(q1) - 1)
            + s1 @ (slash(q2) + np.eye(4)) @ s2 / (square(q2) - 1))
    return v.conj().T @ gamma0 @ core @ u


normal = np.array([0.0, 1.0, 0.0])


def polarisations(k):
    """Normal to the scattering plane, then in the plane."""
    return [normal, np.cross(normal, k[1:] / k[0])]


def sigma_from_amplitude(g):
    """Cross section / r_e^2, integrated in the centre-of-mass frame."""
    energy = np.sqrt((g + 1) / 2)
    p = np.sqrt((g - 1) / 2)
    p_el = np.array([energy, 0, 0, -p])
    p_pos = np.array([energy, 0, 0, p])
    nodes, weights = np.polynomial.legendre.leggauss(60)
    total = 0.0
    for x, weight in zip(nodes, weights):
        n = np.array([np.sqrt(1 - x * x), 0, x])
        k1, k2 = energy * np.r_[1, n], energy * np.r_[1, -n]
        for e1 in polarisations(k1):
            for e2 in polarisations(k2):
                m = amplitude(p_el, p_pos, k1, e1, k2, e2)
                total += weight * np.sum(abs(m)**2)
    flux = 4 * p * 2 * energy
    phase_space = 2 * np.pi / (32 * np.pi**2)
    return 0.5 * 0.25 * (4 * np.pi)**2 * phase_space * total / flux


def sigma_from_spectrum(g):
    """Cross section / r_e^2 from the rest-frame photon energy spectrum."""
    total_e, p = g + 1, np.sqrt(g * g - 1)

    def integrand(w1):
        w = 1 / w1 + 1 / (total_e - w1)
        return w - (1 + (1 - w)**2) / total_e
    area = quad(integrand, (total_e - p) / 2, (total_e + p) / 2,
                epsabs=1e-12, epsrel=1e-11)[0]
    return np.pi * total_e / (2 * p * p) * area


def sigma_dirac(g):
    """Closed formula, divided by r_e^2."""
    p = np.sqrt(g * g - 1)
    return np.pi / (g + 1) * ((g * g + 4 * g + 1) / p**2 * np.log(g + p)
                              - (g + 3) / p)


def reduced_rate(x):
    """sigma*v/(pi r_e^2 c) at momentum x (units mc), high precision."""
    x = mp.mpf(x)
    g = mp.sqrt(1 + x * x)
    top = mp.asinh(x) * (g * g + 4 * g + 1) - x * (g + 3)
    return top / ((g + 1) * g * x)


# Total cross section: three roads
for g in (1.05, 2.0, 5.0, 20.0):
    reference = sigma_from_amplitude(g)
    assert abs(sigma_dirac(g) / reference - 1) < 1e-8
    assert abs(sigma_from_spectrum(g) / reference - 1) < 1e-8

# Polarisation-resolved squares in the electron rest frame
for g, angle in ((3.0, 0.7), (1.4, 2.0)):
    p, total_e = np.sqrt(g * g - 1), g + 1
    p_el, p_pos = np.array([1.0, 0, 0, 0]), np.array([g, 0, 0, p])
    w1 = total_e / (total_e - p * np.cos(angle))
    k1 = w1 * np.array([1, np.sin(angle), 0, np.cos(angle)])
    k2 = p_el + p_pos - k1
    assert abs(square(k2)) < 1e-12
    cosine = np.dot(k1[1:], k2[1:]) / (k1[0] * k2[0])
    delta2 = ((k1[0] - k2[0]) / total_e)**2
    bracket = [[delta2, 1.0], [1.0, 1 - cosine**2 + cosine**2 * delta2]]
    for i, e1 in enumerate(polarisations(k1)):
        for j, e2 in enumerate(polarisations(k2)):
            found = np.sum(abs(amplitude(p_el, p_pos, k1, e1, k2, e2))**2)
            expected = total_e * 2 * (1 - cosine) * bracket[i][j]
            assert abs(found - expected) < 1e-10 * total_e

# At threshold only the antisymmetric (singlet) spin state annihilates
rest = np.array([1.0, 0, 0, 0])
k1, k2 = np.array([1, 0.6, 0, 0.8]), np.array([1, -0.6, 0, -0.8])
singlet = triplet = 0.0
for e1 in polarisations(k1):
    for e2 in polarisations(k2):
        m = amplitude(rest, rest, k1, e1, k2, e2)
        singlet += np.sum(abs((m - m.T) / 2)**2)
        triplet += np.sum(abs((m + m.T) / 2)**2)
assert singlet > 1 and triplet < 1e-20

# First correction to the slow limit
beta = mp.mpf('0.001')
slow_coefficient = (1 - reduced_rate(beta / mp.sqrt(1 - beta**2))) / beta**4
assert abs(slow_coefficient / mp.mpf('0.15') - 1) < 1e-5

# Physical constants, centimetres and seconds
r_e = const.physical_constants['classical electron radius'][0] * 100
a0 = const.physical_constants['Bohr radius'][0] * 100
c = const.c * 100
alpha = const.fine_structure
compton = const.hbar / (const.m_e * const.c) * 100
rest_kev = const.m_e * const.c**2 / const.e / 1000
contact = np.pi * r_e**2 * c

print(f"classical electron radius r_e = {r_e:.5e} cm")
print(f"Bohr radius a0 = {a0:.5e} cm")
print(f"speed of light c = {c:.5e} cm/s")
print(f"fine-structure constant alpha = {alpha:.6e} (dimensionless)")
print(f"pi r_e^2 = {np.pi * r_e**2:.5e} cm^2")
print(f"pi r_e^2 c = {contact:.5e} cm^3/s")

g = 2.0
p = np.sqrt(g * g - 1)
log_value = np.log(g + p)
print(f"Example: Lorentz factor = {g:.1f}, beta = {p / g:.5f}")
print(f"positron kinetic energy = {(g - 1) * rest_kev:.2f} keV")
print(f"lowest photon energy = {(g + 1 - p) / 2 * rest_kev:.2f} keV")
print(f"highest photon energy = {(g + 1 + p) / 2 * rest_kev:.2f} keV")
print(f"logarithm ln(g+p) = {log_value:.5f}")
print(f"first term in braces = "
      f"{(g * g + 4 * g + 1) / p**2 * log_value:.5f}")
print(f"second term in braces = {(g + 3) / p:.5f}")
print(f"sigma/(pi r_e^2), Dirac formula = {sigma_dirac(g) / np.pi:.6f}")
print(f"sigma/(pi r_e^2), explicit amplitudes = "
      f"{sigma_from_amplitude(g) / np.pi:.6f}")
sigma_cm2 = sigma_dirac(g) * r_e**2
print(f"sigma = {sigma_cm2:.4e} cm^2 = {sigma_cm2 * 1e24:.4f} barn")

for b in (0.01, 0.1, 0.3, 0.5, 0.9):
    value = reduced_rate(b / np.sqrt(1 - b * b))
    print(f"beta = {b:.2f}: sigma v/(pi r_e^2 c) = {float(value):.8f}")
print(f"(1 - sigma v/(pi r_e^2 c))/beta^4 at beta = 0.001: "
      f"{float(slow_coefficient):.6f}")

# Free electron gas: sum the rate over the filled Fermi sphere
for r_s in (2.0, 3.0, 4.0):
    density = 3 / (4 * np.pi * (r_s * a0)**3)
    x_f = mp.mpf(compton * (3 * np.pi**2 * density)**(1 / 3))
    integral = mp.quad(lambda x: x * x * reduced_rate(x), [0, x_f],
                       method='gauss-legendre')
    deficit = 1 - 3 * integral / x_f**3
    assert abs(deficit / (mp.mpf(9) / 140 * x_f**4) - 1) < 1e-3
    rate = contact * float(integral) / (np.pi**2 * compton**3)
    lifetime = 1 / rate
    formula = 4 * r_s**3 * a0 / (3 * alpha**4 * c)
    assert abs(lifetime / formula - 1) < 1e-7
    print(f"r_s = {r_s:.0f}: electron density = {density:.4e} cm^-3")
    print(f"  Fermi velocity / c = {float(x_f / mp.sqrt(1 + x_f**2)):.5f}")
    print(f"  relative rate deficit from motion = {float(deficit):.2e}")
    print(f"  annihilation rate = {rate:.4e} s^-1")
    print(f"  lifetime = {lifetime * 1e9:.4f} ns")

# Positronium ground state exp(-r/(2 a0)): density at contact
norm = quad(lambda r: 4 * np.pi * r * r * np.exp(-r), 0, np.inf)[0]
assert abs(norm / (8 * np.pi) - 1) < 1e-8
ps_density = 1 / (norm * a0**3)
ps_rate = contact * ps_density
equivalent_rs = (3 / (4 * np.pi * ps_density))**(1 / 3) / a0
print(f"positronium contact density = {ps_density:.4e} cm^-3")
print(f"gas r_s with that density = {equivalent_rs:.4f}")
print(f"inverse spin-averaged positronium rate = {1e9 / ps_rate:.4f} ns")
print(f"singlet positronium lifetime, lowest order = "
      f"{1e9 / (4 * ps_rate):.4f} ns")
print("PASS")
```

Running it gives:

```
classical electron radius r_e = 2.81794e-13 cm
Bohr radius a0 = 5.29177e-09 cm
speed of light c = 2.99792e+10 cm/s
fine-structure constant alpha = 7.297353e-03 (dimensionless)
pi r_e^2 = 2.49467e-25 cm^2
pi r_e^2 c = 7.47884e-15 cm^3/s
Example: Lorentz factor = 2.0, beta = 0.86603
positron kinetic energy = 511.00 keV
lowest photon energy = 323.96 keV
highest photon energy = 1209.04 keV
logarithm ln(g+p) = 1.31696
first term in braces = 5.70682
second term in braces = 2.88675
sigma/(pi r_e^2), Dirac formula = 0.940022
sigma/(pi r_e^2), explicit amplitudes = 0.940022
sigma = 2.3450e-25 cm^2 = 0.2345 barn
beta = 0.01: sigma v/(pi r_e^2 c) = 1.00000000
beta = 0.10: sigma v/(pi r_e^2 c) = 0.99998489
beta = 0.30: sigma v/(pi r_e^2 c) = 0.99870338
beta = 0.50: sigma v/(pi r_e^2 c) = 0.98862921
beta = 0.90: sigma v/(pi r_e^2 c) = 0.75620110
(1 - sigma v/(pi r_e^2 c))/beta^4 at beta = 0.001: 0.150000
r_s = 2: electron density = 2.0138e+23 cm^-3
  Fermi velocity / c = 0.00700
  relative rate deficit from motion = 1.55e-10
  annihilation rate = 1.5061e+09 s^-1
  lifetime = 0.6640 ns
r_s = 3: electron density = 5.9668e+22 cm^-3
  Fermi velocity / c = 0.00467
  relative rate deficit from motion = 3.05e-11
  annihilation rate = 4.4625e+08 s^-1
  lifetime = 2.2409 ns
r_s = 4: electron density = 2.5173e+22 cm^-3
  Fermi velocity / c = 0.00350
  relative rate deficit from motion = 9.66e-12
  annihilation rate = 1.8826e+08 s^-1
  lifetime = 5.3118 ns
positronium contact density = 2.6851e+23 cm^-3
gas r_s with that density = 1.8171
inverse spin-averaged positronium rate = 0.4980 ns
singlet positronium lifetime, lowest order = 0.1245 ns
PASS
```
